# The Cubic Threshold Law for Silicon-to-Oxide Photoemission

In a model silicon/oxide structure, raising the photon energy from 4.50 to 5.10 eV, by 13 %, raises the emission yield from $1.99\times10^{-5}$ to $3.33\times10^{-4}$ electrons per absorbed photon, a factor of 16.7. The cube roots of the yields at 4.50, 4.70, 4.90 and 5.10 eV are 0.02709, 0.04115, 0.05522 and 0.06928: equal steps, within rounding. The theorem below explains both the steep rise and the equal steps.

## Setting and assumptions

Light is absorbed in silicon, and some excited electrons cross into the conduction band of the oxide. Electron energy $E$ is measured from the silicon valence-band top at the interface. The barrier $\Phi$ is the energy from there to the top of the oxide barrier, at the field applied. Write

$$\varepsilon=h\nu-\Phi,\qquad w=E-\Phi .$$

**A1. Arrival.** Per absorbed photon and unit energy, the number of electrons reaching the interface is $N(E)=A(h\nu-E)$ for $E<h\nu$ and zero above. The cutoff is $h\nu$ because an electron starting at the valence top and keeping the whole photon energy ends there. The linear rise below the cutoff is a premise of the model, not a general property of silicon.

**A2. Escape.** An arriving electron escapes with probability $P=Bw$ for $w>0$ and zero otherwise.

**A3. Constancy.** $A$ and $B$ do not depend on $h\nu$.

**A4. Collection.** The oxide field collects every electron that escapes.

Only energies between $\Phi$ and $h\nu$ contribute, so the linear forms are needed only there.

## The theorem

**Theorem.** Under A1–A4 the yield per absorbed photon is

$$Y=\frac{AB}{6}(h\nu-\Phi)^3\quad(h\nu>\Phi),\qquad Y=0\quad(h\nu\le\Phi).$$

**Proof.** The yield is the integral of $N(E)P(E)$. For $h\nu\le\Phi$ no energy lies both below the cutoff and above the barrier, so it vanishes. For $h\nu>\Phi$, use $h\nu-E=\varepsilon-w$:

$$Y=AB\int_0^\varepsilon(\varepsilon-w)w\,dw
=AB\left(\frac{\varepsilon^3}{2}-\frac{\varepsilon^3}{3}\right)=\frac{AB}{6}\varepsilon^3.\qquad\blacksquare$$

One power of $\varepsilon$ comes from the width of the energy window, one from the number of electrons per unit energy in it and one from their chance of escape.

**Corollary.** For linear arrival with constant $A$ and any continuous $P$ that vanishes below the barrier,

$$\frac{d^2Y}{d(h\nu)^2}=A\,P(E=h\nu).$$

Indeed $Y=A\int_\Phi^{h\nu}(h\nu-E)P(E)\,dE$. In the first derivative the boundary term vanishes because $h\nu-E=0$ at the upper limit, which leaves $A\int_\Phi^{h\nu}P\,dE$. A second derivative gives the result. Integrating a linear $P$ twice restores the cube.

## Where the linear escape probability comes from

**Lemma 1.** Let $N$ count the excited electrons close to the interface, whatever their direction, and let their directions be isotropic in a parabolic silicon band of mass $m_{Si}$. Let the momentum along the interface be conserved, and let every electron whose normal energy exceeds the barrier top cross it. With $r=m_{ox}/m_{Si}\le1$ and $K_b=\Phi-E_g$,

$$P=\frac12\left[1-\sqrt{1-\frac{rw}{K_b+w}}\right]
=\frac{rw}{4K_b}\left[1-\left(1-\frac r4\right)\frac{w}{K_b}+\dots\right].$$

**Proof.** The kinetic energy in silicon, measured from its conduction-band edge, is $K=K_b+w$. At angle $\theta$ to the normal, the momentum along the interface is $\hbar k_t=\sqrt{2m_{Si}K}\sin\theta$. In the oxide this motion costs

$$\frac{\hbar^2k_t^2}{2m_{ox}}=\frac{K\sin^2\theta}{r}.$$

What remains for normal motion above the barrier top is $w-K\sin^2\theta/r$. It must not be negative, so $\sin^2\theta\le y$ with $y=rw/K$. The escape cone fills the fraction $(1-\cos\theta_c)/2$ of the full sphere, where $\cos\theta_c=\sqrt{1-y}$. This is the first form of $P$; electrons moving away from the interface are counted as lost.

For small $y$, $\frac12(1-\sqrt{1-y})=y/4+y^2/16+\dots$. Insert $y=(rw/K_b)(1-w/K_b+\dots)$:

$$P=\frac{rw}{4K_b}\left[1-\frac{w}{K_b}+\frac{rw}{4K_b}+\dots\right].\qquad\blacksquare$$

Hence $B=r/(4K_b)$, and the mass ratio changes the slope of the escape law but not its leading power. This slope belongs to a count of all excited electrons near the interface, and the worked example uses $A$ in that sense. If $N$ counts only the flux arriving at the interface, each direction is weighted by $\cos\theta$, the escaping fraction is $\sin^2\theta_c=rw/K$, and $B=r/K_b$ is four times as large. The relative curvature is $\beta=-(1-r/4)/K_b$ for the count of all directions, which is used below, and $-1/K_b$ for the flux count.

The assumption of full transmission matters. At a sharp potential step, quantum transmission starts as the square root of the normal energy, because it is proportional to the small outgoing velocity. Summing over the cone then gives $P\propto\int_0^w\sqrt{w-t}\,dt\propto w^{3/2}$, with $t$ the transverse energy in the oxide. Close to threshold, the linear law therefore needs a barrier rounded enough to transmit well. Lemma 3 sizes the departure for a parabolic top only. It leaves out reflection at the steep rise of the potential close to the interface, which has the larger effect in the worked example and is sized there separately.

## Other exponents and curvature

**Proposition.** If $N=A(h\nu-E)^a$ and $P=Bw^b$, with $a,b>-1$, then

$$Y=AB\,\varepsilon^{a+b+1}\int_0^1(1-t)^a t^b\,dt .$$

This follows on setting $w=\varepsilon t$: the factors contribute $\varepsilon^a$, $\varepsilon^b$ and, from $dw$, one more $\varepsilon$. For $a=b=1$ the integral is $1/6$. Square-root arrival with linear escape gives exponent $5/2$; linear arrival at a sharp step gives $7/2$ just above threshold. The exponent is thus evidence about the product of two laws, not about either one alone.

Now let the laws bend: $N=Au(1+\alpha u)$ with $u=\varepsilon-w$, and $P=Bw(1+\beta w)$. The integrals needed are

$$\int_0^\varepsilon u^2w\,dw=\int_0^\varepsilon uw^2\,dw=\frac{\varepsilon^4}{12},\qquad
\int_0^\varepsilon u^2w^2\,dw=\frac{\varepsilon^5}{30}.$$

Division by $\varepsilon^3/6$ gives

$$Y=\frac{AB}{6}\varepsilon^3\left[1+\frac{\alpha+\beta}{2}\varepsilon+\frac{\alpha\beta}{5}\varepsilon^2\right].$$

## Reading the threshold

By the theorem,

$$Y^{1/3}=\left(\frac{AB}{6}\right)^{1/3}(h\nu-\Phi),$$

a straight line that reaches zero at $\Phi$. Suppose instead that $Y\propto\varepsilon^3(1+g\varepsilon)$ with $|g\varepsilon|\ll1$. To first order $Y^{1/3}\propto\varepsilon+c\varepsilon^2$, where $c=g/3$. A line through the points at $\varepsilon_1$ and $\varepsilon_2$ has slope $1+c(\varepsilon_1+\varepsilon_2)$ in the same units and reaches zero at

$$\varepsilon_0=\varepsilon_1-\frac{\varepsilon_1+c\varepsilon_1^2}{1+c(\varepsilon_1+\varepsilon_2)}
=\frac{c\,\varepsilon_1\varepsilon_2}{1+c(\varepsilon_1+\varepsilon_2)} .$$

This is the error of the apparent threshold. For small $|c|$ its sign is that of $c$: a yield that falls progressively below the cubic law makes the barrier look too low.

## The barrier in a field

**Lemma 2.** Treat silicon as a perfect image plane. For oxide field $F$ and optical relative permittivity $\kappa$, the barrier is lowered by

$$\Delta=\sqrt{\frac{q^3F}{4\pi\kappa\epsilon_0}},\qquad
x_m=\sqrt{\frac{q}{16\pi\kappa\epsilon_0F}},$$

with its maximum at distance $x_m$ from the interface.

**Proof.** The image charge lies $2x$ from the electron and attracts it with force $q^2/[4\pi\kappa\epsilon_0(2x)^2]$. Integrating from infinity and adding the applied field gives

$$V(x)=-\frac{q^2}{16\pi\kappa\epsilon_0x}-qFx .$$

Setting $V'=0$ gives $q^2/(16\pi\kappa\epsilon_0x_m^2)=qF$, hence $x_m$. The two terms are then equal, so $V(x_m)=-2qFx_m=-\Delta$. $\blacksquare$

**Lemma 3.** Approximate the barrier top by a parabola, and let $s=\hbar\omega/2\pi$ with $\omega^2=2qF/(m_{ox}x_m)$. For a narrow escape cone and $\varepsilon\gg s$, tunnelling and reflection change the yield to

$$Y=\frac{AB}{6}\left(\varepsilon^3+\pi^2s^2\varepsilon\right).$$

**Proof.** From Lemma 2, $|V''(x_m)|=q^2/(8\pi\kappa\epsilon_0x_m^3)=2qF/x_m$, which fixes $\omega$. Let $\eta$ be the normal energy above the top divided by $\hbar\omega$, and $\xi$ the distance from the top in units of $\sqrt{\hbar/m_{ox}\omega}$. The wave equation is $\psi''+(\xi^2+2\eta)\psi=0$.

Far to the right the transmitted wave is $C\xi^{i\eta-1/2}\exp(i\xi^2/2)$. The reflected wave on the left is $R|\xi|^{i\eta-1/2}\exp(i\xi^2/2)$, beside an incident wave of unit amplitude. Continue $\xi$ from right to left along a large arc in the upper half-plane. In the second half of the arc $\exp(i\xi^2/2)$ is the growing exponential, so its coefficient is followed reliably, and $\xi=|\xi|\exp(i\pi)$ gives $R=-iC\exp(-\pi\eta)$. Current conservation, $|R|^2+|C|^2=1$, then yields

$$T=|C|^2=\frac{1}{1+\exp(-2\pi\eta)} .$$

Integrating the wave equation numerically at $\eta=-0.2$, 0 and 0.3 reproduced this $T$ within 0.002.

In a narrow cone, the fraction of directions per unit transverse oxide energy $t=K\sin^2\theta/r$ is $\frac12\sin\theta\,d\theta\simeq\frac14d(\sin^2\theta)\simeq B\,dt$. With normal energy $w-t$,

$$P=B\int_0^\infty\frac{dt}{1+\exp[(t-w)/s]}=Bs\ln\left(1+\exp(w/s)\right).$$

This exceeds the classical $B\max(w,0)$ by $Bs\ln(1+\exp(-|w|/s))$. Multiply the excess by $A(\varepsilon-w)$ and integrate over $w$. Extending the upper limit from $\varepsilon$ to infinity costs an exponentially small error, and the term odd in $w$ cancels. What remains is

$$2AB\varepsilon s^2\int_0^\infty\ln(1+\exp(-z))\,dz=\frac{\pi^2}{6}ABs^2\varepsilon,$$

because expanding the logarithm gives $1-\frac14+\frac19-\dots=\pi^2/12$. $\blacksquare$

## Worked example

The inputs are rough typical values: a zero-field barrier of 4.3 eV, a silicon gap of 1.12 eV, and a 100 nm oxide at 0.50 MV/cm with positive gate. The masses $m_{ox}=0.5\,m_e$ and $m_{Si}=1.0\,m_e$ and the slope $A=0.050\ \mathrm{eV^{-2}}$ are chosen round numbers.

With $\kappa=2.1$, Lemma 2 gives $\Delta=0.185$ eV and $x_m=1.85$ nm. Hence $\Phi=4.300-0.185=4.115$ eV, $K_b=4.115-1.12=2.995$ eV, and

$$B=\frac{0.5}{4\times2.995}=0.0417\ \mathrm{eV^{-1}},\qquad
\frac{AB}{6}=3.48\times10^{-4}\ \mathrm{eV^{-3}} .$$

At 4.90 eV, $\varepsilon=0.785$ eV and $Y=3.48\times10^{-4}\times0.785^3=1.68\times10^{-4}$. If 10 µW is absorbed, the photocurrent is

$$I=\frac{10\ \mathrm{\mu W}}{4.9\ \mathrm{V}}\times1.68\times10^{-4}=0.34\ \mathrm{nA}.$$

The opening factor is $(0.985/0.385)^3=16.7$. It is large because the excess energy grows 2.56 times while the photon energy grows by 13 %. The cube-root line meets zero at 4.115 eV, and adding $\Delta$ returns the zero-field barrier of 4.300 eV.

## What neglected effects do to the fitted barrier

A cube-root line was fitted to yields at seven photon energies from 4.5 to 5.1 eV, with one effect added at a time and the other settings held fixed. The misfit is the largest departure from the line, relative to the highest cube root.

| Effect | Threshold error (meV) | Misfit (%) |
|---|---:|---:|
| Full escape cone | −19 | 0.21 |
| Barrier-top transmission | −2 | 0.02 |
| Silicon band bending | −37 | 0.02 |
| Thermal blur | −2 | 0.02 |
| $A\propto(h\nu)^{-2}$ | −65 | 0.66 |
| Square-root arrival | −128 | 0.62 |
| Surface electron layer | −14 | 0.17 |

*Escape cone.* Here $\beta=-0.292\ \mathrm{eV^{-1}}$, so $c=\beta/6=-0.049\ \mathrm{eV^{-1}}$. The two-point formula with the end energies gives $-0.020$ eV, close to the fit. With classical transmission the full cone keeps the cubic law near threshold: between excesses of 0.01 and 0.02 eV its local exponent is 2.998. Tunnelling and reflection at the barrier top, treated next, destroy the cube at excesses this small.

*Barrier top.* With $\hbar\omega=91$ meV and $s=14$ meV, the relative correction $\pi^2s^2/\varepsilon^2$ is 1.4 % at 4.5 eV. It grows towards threshold, so points with $\varepsilon$ comparable to $s$ do not belong in the fit. The table entry leaves out reflection at the steep rise of the potential near the interface. Solving the wave equation at normal incidence for the whole image barrier, joined to a flat potential in silicon with $\psi$ and $\psi'/m$ continuous, changes the threshold error from −2 to about +14 meV when the join is placed where the image potential falls to the silicon band edge, 0.054 nm from the image plane. An abrupt join at 0.1 to 0.3 nm gives +13 to +24 meV, and the weakened image charge of the last section gives about +24 meV, so only the sign and rough size are established. For the first join the size also depends on the masses: with $0.5\,m_e$ on the silicon side as well, and the escape slope $B$ held fixed, it is about +9 meV. The next figures are for the first join and the masses of the worked example. The yield then lies 16 % below the cubic law at 4.5 eV and 10 % below it at 5.1 eV.

*Band bending.* Continuity of displacement gives a silicon surface field of $0.50\times3.9/11.7=0.167$ MV/cm. Take this field as uniform over the escape depth. With positive gate, an electron excited at depth $z$ then gains energy $qF_{Si}z$ on its way to the interface, if it loses none in collisions. For exponentially distributed depths with mean 2 nm, the mean gain is $d=33$ meV. The $n$th moment of the gain is $n!\,d^n$, so averaging the cube replaces $\varepsilon^3$ by

$$\varepsilon^3+3\varepsilon^2d+6\varepsilon d^2+6d^3 .$$

The first two terms are those of $(\varepsilon+d)^3$, which is why the effect looks mainly like a barrier lower by $d$ and leaves the plot almost straight. Screening by electrons at the surface makes the gain smaller: for a classical electron layer at 300 K, the mean gain falls from 33 to about 23 meV, and the threshold error from −37 to about −24 meV. At this field the layer is partly quantised and lies deeper, so it screens less: a self-consistent Schrödinger–Poisson solution for a (100) surface gives a gain of about 28 meV and an error of about −30 meV.

*Thermal blur.* A Gaussian spread $\sigma$ of the cutoff has zero mean and variance $\sigma^2$, so $\varepsilon^3$ becomes $\varepsilon^3+3\varepsilon\sigma^2$. Taking $\sigma=kT=26$ meV at 300 K is an estimate, not a theory of the band edge.

*Photon-dependent slope.* As a crude trial that ignores the silicon gap, let the linear distribution extend from zero to $h\nu$. If its total $A(h\nu)^2/2$ is fixed, then $A\propto(h\nu)^{-2}$, and A3 fails. Starting the distribution at $E_g$ instead gives $A\propto(h\nu-E_g)^{-2}$ and moves the error from −65 to −88 meV.

*Surface layer.* In n-type silicon the positive gate holds $1.1\times10^{12}\ \mathrm{cm^{-2}}$ electrons at the silicon surface, a share of $2.7\times10^{-5}$ relative to the valence electrons within the escape depth. They start higher by $E_g$. Suppose that all the light is absorbed within the escape depth, that the whole layer lies within it, that each of these electrons absorbs as strongly as a valence electron, and that all those excited arrive. With the linear escape law they then add 8.5 % to the yield at 4.5 eV; with the full escape cone, 6.3 %. These figures and the table entry are upper estimates: weighted by $\exp(-z/2\ \mathrm{nm})$, only about a third of a classical layer counts, and about a sixth of a quantised one. With $A$ held fixed, light absorbed over a greater depth reduces this addition in proportion. If $A$ falls too, because fewer of the excited electrons start near the interface, the relative addition falls less, and not at all if $A$ falls in the same proportion.

All seven errors in the table are negative for these numbers, but reflection at the steep rise of the barrier, not listed there, acts the other way. A nearly straight plot does not certify the barrier: square-root arrival misplaces it by 128 meV while departing from the line by 0.62 %. Plotting $Y^{2/5}$ instead recovers the barrier in that case, but this requires knowing the right power.

## The model beside real devices

The barrier, gap and permittivities are near those usually assigned to silicon and thermal oxide. The field is 5 % of a rough breakdown field of 10 MV/cm. Dark tunnelling from the silicon conduction edge through the triangular barrier carries a WKB exponent of 548, so it is negligible in an ideal oxide; leakage through defects is not covered. The absolute yield rests on the chosen $A$ and is not a prediction. The assumption most exposed in real silicon is A3 together with the linear arrival law, since optical absorption has strong structure in this photon range; the two alternatives tried here move the barrier by 65 and 128 meV. Silicon is also not a perfect image plane. With its static permittivity the image charge is multiplied by $(11.7-2.1)/(11.7+2.1)=0.70$, and $\Delta$ by the square root of this, to about 0.15 eV. Adding the ideal 0.185 eV to a measured threshold would then overstate the zero-field barrier by about 30 meV. The escape cone rests on a parabolic silicon band with a single mass, used 3 to 4 eV above the band edge. Real silicon bands are neither parabolic nor isotropic there, so the slope $B$ and the escape-cone entry in the table illustrate the mechanism and are not values for silicon. Interface roughness also alters the cone and is not sized here. Scattering between the interface and $x_m$ changes only the prefactor if it removes a share of the electrons that does not depend on their energy. Electrons that lose energy and still cross shift the apparent threshold as well. The remaining values are in the numerical output.

## Table of computed values

```
zero-field barrier: 4.300 eV
silicon gap: 1.12 eV
oxide field: 0.50 MV/cm
oxide thickness: 100 nm
oxide voltage: 5.00 V
relative permittivities, oxide optical, oxide static, silicon: 2.1, 3.9, 11.7
masses oxide, silicon: 0.5, 1.0 m_e
image lowering: 0.1852 eV
barrier maximum position: 1.852 nm
barrier at field: 4.1148 eV
K_b: 2.9948 eV
arrival slope A: 0.050 1/eV^2
escape slope B: 0.04174 1/eV
prefactor AB/6: 3.4782e-04 1/eV^3
photon 4.50 eV: excess 0.3852 eV, yield 1.9874e-05, cube root 0.02709
photon 4.70 eV: excess 0.5852 eV, yield 6.9692e-05, cube root 0.04115
photon 4.90 eV: excess 0.7852 eV, yield 1.6836e-04, cube root 0.05522
photon 5.10 eV: excess 0.9852 eV, yield 3.3257e-04, cube root 0.06928
ideal fitted threshold: 4.1148 eV
fitted threshold plus lowering: 4.3000 eV
absorbed power: 10.0 uW
photocurrent at 4.9 eV: 0.3436 nA
cone exponent, excess 0.01 to 0.02 eV: 2.9979
cone curvature beta: -0.2922 1/eV
barrier-top hbar*omega: 90.72 meV
barrier-top smear s: 14.44 meV
temperature: 300 K, kT: 25.85 meV
silicon surface field: 0.1667 MV/cm
escape depth: 2.0 nm
mean band-bending gain d: 33.33 meV
surface electron density: 1.078e+12 1/cm^2
surface layer share of electrons: 2.696e-05
layer yield / cubic yield at 4.5 eV: 8.52 %
full escape cone: threshold error -18.8 meV, largest misfit 0.205 % of top root
barrier-top transmission: threshold error -2.3 meV, largest misfit 0.016 % of top root
silicon band bending: threshold error -37.0 meV, largest misfit 0.024 % of top root
thermal blur: threshold error -2.2 meV, largest misfit 0.016 % of top root
A falling as 1/photon^2: threshold error -65.4 meV, largest misfit 0.662 % of top root
square-root arrival: threshold error -127.8 meV, largest misfit 0.616 % of top root
surface electron layer: threshold error -14.1 meV, largest misfit 0.171 % of top root
dark tunnelling exponent: 547.8
rough breakdown field: 10.0 MV/cm
field / breakdown field: 0.050
```
